# Bethe logarithm of hydrogen 1s: resolvent quadrature and pseudostate error, part 2

We seek the Bethe logarithm \(\ln k_0\) of hydrogen 1s and the error of its pseudostate sum. Units are hartree atomic units, with \(Z=1\), a fixed nucleus and no relativity; \(k_0\) is in Rydberg (½ hartree). With photon energy \(k\), \(\omega_n=E_n-E_0\) and \(p_n^2=|\langle 0|\mathbf p|n\rangle|^2\) summed over components,
\[ J(k)=\sum_n \frac{p_n^2}{\omega_n+k}, \]
\[ \ln k_0=\frac1D\sum_n p_n^2\,\omega_n\ln(2\omega_n),\qquad D=\sum_n p_n^2\,\omega_n . \]
For 1s, \(\sum p_n^2=1\) and \(D=2\). Also \(\psi=u_0/(r\sqrt{4\pi})\), \(u_0=2re^{-r}\), and
\[ J(k)=\langle u_0|(h+k)^{-1}|u_0\rangle,\qquad h=-\tfrac12\frac{d^2}{dr^2}+\frac1{r^2}-\frac1r+\tfrac12 . \]
"Grid" values solve this resolvent by finite differences in \(\ln r\), using \(W(k)=\langle hu_0|(h+k)^{-1}|hu_0\rangle=D-k+k^2J\).

For the atom or pseudostates,
\[ D\ln k_0=\int_0^\infty\Big[kJ-\sum p^2+\frac{D}{k+\frac12}\Big]dk . \]
With \(t=(1+2k)^{-1/2}\), the atom has
\[ \ln k_0=\tfrac12\int_0^1 f\,dt,\qquad f(t)=\frac{kJ-1+4t^2}{t^3}, \]
\[ f=\frac{4(4+3t+4t^2+t^3)}{(1+t)^4}-\frac{32t(1-t)^2}{(1+t)^6}\Phi , \]
where \(\Phi=\sum_{n\ge0}\frac{\xi^n}{n+2-t}\) and \(\xi=\Big(\frac{1-t}{1+t}\Big)^2\). Near \(t=0\), \(f=A(t)+B(t)\ln t\) with \(A\) analytic and
\[ B=32t\exp\sum_{j\ge1}\Big(\frac2j-\frac4{2j-1}\Big)t^{2j}=\sum_{p\ \mathrm{odd}}b_pt^p . \]

The continuum density \(\rho(\omega)\) of \(p^2\) has the tail
\[ \rho\to\frac{4\sqrt2}\pi\,\omega^{-5/2}-4\,\omega^{-3}. \]

The pseudostate basis is \(S_n=x^2e^{-x/2}L_n^3(x)\), \(x=2\lambda r\), with \(P_n=(n+3)!/n!=(n+1)(n+2)(n+3)\). The Laguerre generating function is \(g(z)=\sum_n L_n^\alpha(x)z^n=(1-z)^{-\alpha-1}e^{-xz/(1-z)}\), and the squared norm with weight \(x^\alpha e^{-x}\) is \((n+\alpha)!/n!\). At \(\lambda=1\), \(hS_n=(n+1)S_n/r\) and \(h_{nn}=(n+1)P_n\). In the scaled basis \(e_n=S_n/\sqrt{h_{nn}}\), \(h\) is the unit matrix, and the overlap matrix \(S\) has eigenvalues \(y=1/\omega\). Its unit eigenvectors \(v\) give the oscillator strengths \(v_0^2=2p^2/(3\omega)\). A label \(N\) marks results from \(N\) functions; two give \(\sum p^2=9/10\) and \(D_2=33/50\).

## The error of a Gauss rule

One lemma governs both the algorithm and the pseudostates. Let \(\mu\) be a positive measure on \(y\ge0\), \(\pi_N\) its orthogonal polynomial of degree \(N\), and let the Gauss rule have the zeros of \(\pi_N\) as nodes and be exact to degree \(2N-1\). For \(c>0\),
\[ \frac1{y+c}=\frac{1-\pi_N(y)^2/\pi_N(-c)^2}{y+c}+\frac{\pi_N(y)^2}{\pi_N(-c)^2\,(y+c)} . \]
The first term is a polynomial of degree \(2N-1\), since its numerator vanishes at \(y=-c\). The second vanishes at the nodes. The error, integral minus rule, is therefore \(E(c)=\pi_N(-c)^{-2}\int\pi_N^2\,d\mu/(y+c)\).

One Bessel integral is also needed. The Green function of \(-\varrho^{-1}\partial_\varrho\varrho\,\partial_\varrho+\alpha^2/\varrho^2+x^2\) is \(\int_0^\infty zJ_\alpha(z\varrho)J_\alpha(z\varrho')\,dz/(z^2+x^2)\) by Hankel expansion, and \(I_\alpha(x\varrho_<)K_\alpha(x\varrho_>)\) by the Wronskian \(I'K-IK'=1/x\). At \(\varrho=\varrho'=1\), \(\int_0^\infty zJ_\alpha^2\,dz/(z^2+x^2)=I_\alpha(x)K_\alpha(x)\).

## The algorithm

Consider the \(n\)-point Gauss–Legendre rule on \([0,1]\) applied to \(t^p\ln t\) with \(p\le2n-1\). Write \(\ln t=\int_0^\infty[\frac1{1+c}-\frac1{t+c}]dc\). The function \(t^p/(t+c)\) is a polynomial plus \((-c)^p/(t+c)\), so the error is \(-\int_0^\infty(-c)^pE(c)\,dc\). Near \(t=0\) Legendre's equation \((t(1-t)\pi')'+n(n+1)\pi=0\) reduces to \(t\pi''+\pi'+\nu^2\pi=0\) with \(\nu=n+\frac12\), solved by \(J_0(2\nu\sqrt t)\), which becomes \(I_0(x)\) at \(t=-c=-x^2/4\nu^2\). The lemma gives \(E=2K_0(x)/I_0(x)\) to leading order in \(1/\nu\), and \(c^p\,dc=2x^{2p+1}dx/(2\nu)^{2p+2}\). The \(x\) integral converges, so the error scales as \(\nu^{-2p-2}\).

The method is then: choose \(m\), evaluate \(f\) at the nodes \(t_i\) with weights \(w_i\), and use \(\int_0^1t^p\ln t\,dt=-1/(p+1)^2\) in
\[ \ln k_0\approx\tfrac12\sum_iw_i\Big[f(t_i)-\ln t_i\sum_{j<m}b_{2j+1}t_i^{2j+1}\Big]-\tfrac12\sum_{j<m}\frac{b_{2j+1}}{(2j+2)^2}. \]
The first surviving logarithm has \(p=2m+1\), so the error falls as \((n+\frac12)^{-4(m+1)}\). The change to \(t\) has already turned the half-integer powers of \(k\) into integer powers, which the rule integrates exactly up to degree \(2n-1\). For \(0<t\le1\) the function \(f\) is analytic, because there \(\xi<1\) and the poles of \(\Phi\) lie at \(t\ge2\), so only the logarithms at \(t=0\) limit the power. The split \(f=A+B\ln t\) serves only near \(t=0\): at \(t=1\) both \(A\) and \(B\) are singular, although \(f\) is not. The absolute errors, taken against \(n=40\), \(m=8\), are:

| \(m\) | \(n=10\) | \(n=20\) | \(n=40\) | power |
|---|---|---|---|---|
| 0 | 3.34e-04 | 2.28e-05 | 1.49e-06 | 4.00 |
| 1 | 2.07e-07 | 9.35e-10 | 3.98e-12 | 8.02 |
| 2 | 5.19e-10 | 1.46e-13 | 3.96e-17 | 12.06 |

The power is taken from the last two columns and is asserted to lie within 0.2 of \(4(m+1)\); a wrong subtracted \(b_p\) would leave the lower power in place. The reference is \(\ln k_0=2.984128555765498\), the spectral sum gives 2.984128555765, and twelve nodes with the grid resolvent and \(m=3\) give 2.9841285558. The last two are asserted to match the first to \(10^{-12}\) and \(10^{-9}\). Thus \(k_0=19.769267\) Ry, or about 269.0 eV. The many digits belong to the mathematical definition with a fixed nucleus. An average excitation energy near twenty times the binding energy shows again that the sum lives high in the continuum.

The method has limits. For a state coupled by \(\mathbf p\) to levels below it (2p or 3s, but not 2s, which couples only to p levels, none of them lower), \(J\) has poles at \(k>0\), the logarithm becomes \(\ln|2\omega|\), and the poles must be removed analytically as principal values. For states with \(l>0\), \(D\) vanishes because \(D=\tfrac12\langle[\mathbf p,\cdot[H,\mathbf p]]\rangle=\tfrac12\langle\nabla^2V\rangle=2\pi|\psi(0)|^2\) for \(V=-1/r\) (which returns 2 for 1s), and the ratio must be normalized otherwise. For a system without a closed form only those \(b_p\) that can be derived are available, and the power is set by the first missing one.

## Why the pseudostate sum is slow

Return to \(\lambda=1\) with \(N\) functions. Differentiating the generating function gives \((1-z)^2\partial_zg=[4(1-z)-x]g\), that is \(xL_n^3=-(n+1)L_{n+1}^3+(2n+4)L_n^3-(n+3)L_{n-1}^3\). The overlap \(\frac12\int x\cdot x^3e^{-x}L_n^3L_m^3dx\) is then tridiagonal, with diagonal \((n+2)P_n\) and off-diagonal \(-\frac12(n+1)P_{n+1}\). Dividing by \(\sqrt{h_{nn}h_{mm}}\) and using \(P_{n+1}/P_n=(n+4)/(n+1)\),
\[ a_n=\frac{n+2}{n+1},\qquad \beta_n=-\tfrac12\sqrt{\frac{n+4}{n+2}} . \]
The infinite matrix represents \(h^{-1}\), and by the argument of the two-level case its spectral weight on \(e_0\) is the exact oscillator-strength distribution \(\mu\) in \(y=1/\omega\). The element \((S^j)_{00}\) is a sum over walks from index 0 back to 0, and a walk needs \(2N\) steps to visit index \(N\). Truncation therefore keeps the moments \(j\le2N-1\): the pseudostates are the Gauss rule of \(\mu\). For \(N=3\) the moment \(j=5\) is 67.17361111 a.u. on both sides, while \(j=6\) is 172.10995370 a.u. against the exact 172.18807870 a.u. The basis is thus tuned to negative powers of \(\omega\). The Bethe numerator is \(\frac32\int y^{-2}\ln(2/y)\,d\mu\), and from the tail of \(\rho\), \(d\mu=\frac{2\rho}{3\omega}d\omega\to\frac{8\sqrt2}{3\pi}y^{3/2}dy\). The integrand is singular as \(y^{-1/2}\ln y\).

Two deficits are exact. The pseudostates span the basis, so \(\sum p^2\) and \(D_N\) are the norm and \(h\)-expectation of the projection of \(u_0=x^2e^{-x/2}\cdot x^{-1}\). The orthogonal functions carry \(L_n^4=\sum_{m\le n}L_m^3\), which follows from dividing \(g\) by \(1-z\). Hence \(\int x^3e^{-x}L_n^4dx=6\), and the coefficients are \(c_n=6\,n!/(n+4)!=2(1/P_n-1/P_{n+1})\). The norm telescopes: \(\frac12\sum_{n<N}6c_n=1-6/P_N\). The coefficient of \(S_m\) is \(\sum_{n=m}^{N-1}c_n=2(1/P_m-1/P_N)\), so \(D_N=4\sum_{m<N}(m+1)P_m(1/P_m-1/P_N)^2\). The three sums are \(\sum\frac1{(m+2)(m+3)}=\frac12-\frac1{N+2}\), \(\sum(m+1)=N(N+1)/2\), and \(\sum[(m+4)-3]P_m=P_N[N(N+4)/5-3N/4]\), by telescoping of rising products. With \(M=N+2\),
\[ \Delta D=2-D_N=4\Big[\frac1M+\frac{N(N+1)}{P_N}-\frac{N(N+4)}{5P_N}+\frac{3N}{4P_N}\Big]\to\frac{36}{5M}. \]
At \(N=2\) these formulas return \(9/10\) and \(33/50\).

For the logarithm, \(\pi_N\) is needed near \(y=0\). The recurrence is \(a_nv_n+\beta_nv_{n+1}+\beta_{n-1}v_{n-1}=yv_n\). With \(m=n+2\), \(a_n=1+\frac1m+\frac1{m^2}\), \(-2\beta_n=1+\frac1m-\frac1{2m^2}\) and \(-2\beta_{n-1}=1+\frac1m+\frac1{2m^2}\), up to \(O(m^{-3})\). Expanding \(v_{n\pm1}=v\pm v'+\frac12v''\), the coefficient of \(v\) is \(1/m^2\), that of \(v''\) is \(-\frac12\), and the \(v'\) term is \(O(m^{-3})v\). To leading order \(-\frac12v''+v/m^2=yv\), whose solution regular at small \(m\) is \(\sqrt m\,J_{3/2}(m\sqrt{2y})\), because \((3/2)^2-\frac14=2\). Fixing \(v_0=1\) removes the factor \(y^{3/4}\), so \(\pi_N\propto z^{-3/2}J_{3/2}(z)\) with \(z=M\sqrt{2y}\). The smallest node gives \(\omega_{\max}\approx2M^2/j^2\) with \(j=4.493409\); at \(N=1600\) this is \(2.5422\times10^5\) hartree against the computed \(2.5392\times10^5\) hartree. The reach in energy grows only as \(N^2\), while the missing tail falls as \(\omega_{\max}^{-1/2}\ln\omega_{\max}\).

Now \(J=\frac3{2k}\int d\mu/(y+1/k)\). Put \(1/k=x^2/2M^2\); then \(dy/(y+1/k)=2z\,dz/(z^2+x^2)\), \(y^{3/2}=z^3k^{-3/2}/x^3\), and \(\pi_N^2/\pi_N(-1/k)^2=x^3J_{3/2}^2/(z^3I_{3/2}^2)\). The lemma gives \(J-J_N\approx\frac{8\sqrt2}\pi k^{-5/2}K_{3/2}/I_{3/2}\). With \(K_{3/2}=\sqrt{\pi/2x}\,(1+1/x)e^{-x}\) and \(I_{3/2}=\sqrt{2/\pi x}\,(\cosh x-\sinh x/x)\),
\[ J-J_N\approx\frac{4\sqrt2}{k^{5/2}}Q(x),\qquad Q=\frac{(1+x)e^{-x}}{x\cosh x-\sinh x},\qquad x=M\sqrt{2/k}. \]
The law uses only the high-energy tail of \(\rho\), so it holds for large \(M\) at fixed \(x\), that is for \(k\gg1\) hartree; at \(k=3\) hartree and \(N=10\) it underestimates the error by about a factor of ten. For \(k\ll M^2\) the error is exponentially small. For \(k\gg M^2\), the expansions \(1-\frac{x^2}2+\frac{x^3}3\) and \(\frac{x^3}3(1+\frac{x^2}{10})\) give \(Q=\frac3{x^3}-\frac9{5x}+1+\dots\), so \(J-J_N=\frac6{M^3k}-\frac{36}{5Mk^2}+\frac{4\sqrt2}{k^{5/2}}\). This reproduces the leading large-\(M\) forms of both exact deficits and shows that the basis lacks the whole \(k^{-5/2}\) term. The computed ratio of \(J-J_N\) to the law is 1.0031 and 1.0016 at \(x=1\) for \(N=200\) and 400, extrapolating to 1.0000, and 1.0212 and 1.0106 at \(x=3\), extrapolating to 0.9999.

Subtract the photon integral for the pseudostates from the exact one. With \(|dk|=4M^2dx/x^3\), \(k(J-J_N)=2x^3Q/M^3\) and \(1/(k+\frac12)=x^2/[2M^2(1+x^2/4M^2)]\), the numerator deficit is
\[ \Delta\mathcal N\approx\frac8M\int_0^\infty\Big[Q-\frac3{x^3}+\frac{9}{5x(1+x^2/4M^2)}\Big]dx . \]
Split at \(x=1\) and use \(\int_1^\infty3x^{-3}dx=\frac32\) and \(\int_1^\infty\frac{dx}{x(1+x^2/X^2)}=\frac12\ln(1+X^2)\approx\ln X\):
\[ \Delta\mathcal N\approx\frac8M\Big[\frac95\ln2M+C\Big],\qquad C=\int_0^1\Big(Q-\frac3{x^3}+\frac9{5x}\Big)dx+\int_1^\infty Q\,dx-\frac32=0.03093342 . \]
Extrapolating \(M(\Delta\mathcal N-2\Delta D\ln2M)\) from the diagonalizations at \(N=800\) and 1600 gives 0.2475, equal to \(8C=0.2475\). The pseudostate estimate divides by \(D_N\), so its error is exactly \((\Delta\mathcal N-\Delta D\ln k_0)/D_N\), and to leading order in \(1/M\)
\[ \ln k_0-\ln k_0^{(N)}\approx\frac{7.2\ln2M+4C-3.6\ln k_0}{M}. \]

| \(N\) | \(D_N\) (a.u.) | \(\ln k_0^{(N)}\) | error | law |
|---|---|---|---|---|
| 25 | 1.745269 | 2.249999 | 0.73413 | 0.67043 |
| 100 | 1.930269 | 2.706441 | 0.27769 | 0.27129 |
| 400 | 1.982145 | 2.890181 | 0.09395 | 0.09340 |
| 1600 | 1.995509 | 2.954434 | 0.02969 | 0.02965 |

At \(N=1600\) the law reads \((7.2\ln3204+4\times0.030933-3.6\times2.984129)/1602=0.02965\), and the observed error is \(2.984129-2.954434=0.02969\). The law lies below the error in every row, and the gap closes as \(N\) grows, as expected of a leading-order result. Extrapolated to an absolute error of \(10^{-9}\) it asks for \(N\approx1.8\times10^{11}\).

This law is derived for the single exponent \(\lambda=1\). A basis containing many widely spaced exponents reaches short distances without the \(N^2\) restriction; whether the sum then converges faster, which depends on the spacing of the exponents as well as on their reach, is neither derived nor tested here.

## Computed results

```
k = 1 hartree: t = 0.5773502692, xi = 0.0717967697
  Phi = 0.7341443240, f = 4.5324890159
  J closed = 0.5389445845, J grid = 0.5389445845 a.u.
  W grid = 1.5389445845 a.u.
t^2 coefficient of f: formula -84.6379, grid -84.639
W(k=1e6 hartree): grid 5.605891e-03, asymptotic 5.605910e-03 a.u.
b1, b3, b5, b7 = 32 -64 160/3 -128/5
m=0: error n=10,20,40: 3.34e-04 2.28e-05 1.49e-06, power 4.00
m=1: error n=10,20,40: 2.07e-07 9.35e-10 3.98e-12, power 8.02
m=2: error n=10,20,40: 5.19e-10 1.46e-13 3.96e-17, power 12.06
sums p2/w, p2, p2*w = 1.5000000000 1.0000000000 2.0000000000 a.u.
numerator: discrete -0.0289897633, continuum 5.9972468749 a.u.
ln k0 closed form, Gauss 40, m=8 = 2.984128555765498
ln k0 grid resolvent, Gauss 12, m=3 = 2.9841285558
ln k0 spectral sum = 2.984128555765
k0 = 19.769267 Ry = 268.9746 eV
tail beyond K=1e4 hartree: exact 0.05468615, series 0.05468605, leading 0.05656854
K for leading tail 1e-9: 3.20e+19 hartree
N=3 moment j=5: pseudo 67.17361111, exact 67.17361111 a.u.
N=3 moment j=6: pseudo 172.10995370, exact 172.18807870 a.u.
C = 0.03093342, first zero of J_3/2 = 4.493409
N, w_max (hartree), 2M^2/j^2, D_N (a.u.), ln k0(N), error, law
  25 6.7387e+01 7.2211e+01 1.745269 2.249999 0.73413 0.67043
  50 2.5844e+02 2.6785e+02 1.864808 2.524518 0.45961 0.43886
 100 1.0120e+03 1.0306e+03 1.930269 2.706441 0.27769 0.27129
 200 4.0049e+03 4.0419e+03 1.964576 2.820886 0.16324 0.16134
 400 1.5934e+04 1.6008e+04 1.982145 2.890181 0.09395 0.09340
 800 6.3566e+04 6.3713e+04 1.991036 2.930957 0.05317 0.05302
1600 2.5392e+05 2.5422e+05 1.995509 2.954434 0.02969 0.02965
8C: integral 0.2475, extrapolated pseudostates 0.2475
x=1: (J-J_N)/Bessel law N=200 1.0031, N=400 1.0016, limit 1.0000
x=3: (J-J_N)/Bessel law N=200 1.0212, N=400 1.0106, limit 0.9999
N for pseudostate error 1e-9: 1.81e+11
```
